\section*{Apparent overlay error from a tilted imaging bundle}

\section*{Question}

An optical overlay tool looks down on two marks, one in each of two patterned layers of a wafer. The layers are separated by $1\,\mu\mathrm{m}$ in height. The bundle of rays that forms the image is tilted by 2 mrad from the optical axis. How large is the resulting error in the measured overlay, how does it scale, and what changes when the space between the marks is filled with oxide?

\section*{Answer}

\subsection*{The geometry and the basic estimate}

Let $z$ point along the optical axis from the wafer to the objective. The lower mark lies at $z=0$ and the upper one at $z=h$, with air between them for now. Their true lateral positions are $x_L$ and $x_U$, and the overlay is defined as
\begin{equation}
O=x_U-x_L .
\end{equation}
The central ray of the bundle makes an angle $t$ with the axis in air, positive when the ray leans towards $+x$ on its way up. Such a tilt can come from an off-centre aperture stop, or from tilted illumination reflected by flat marks. Here $t$ describes the light actually collected; it need not equal the angular displacement of the stop or the tilt of the illumination.

The camera is focused on one plane, $z=z_f$, and both marks are recorded at this setting. A mark outside that plane is blurred, and its position is taken as the centroid of its intensity. For a narrow bundle the centroid lies where the central ray, extended forwards or backwards as a straight line, crosses the focus plane. A mark at $(x_0,z_0)$ is therefore seen at
\begin{equation}
x_{\rm seen}=x_0+(z_f-z_0)\tan t .
\end{equation}
Applying this to the two marks and subtracting gives the measured overlay,
\begin{align}
M&=\left[x_U+(z_f-h)\tan t\right]-\left[x_L+z_f\tan t\right]\nonumber\\
&=O-h\tan t .
\end{align}
The error is
\begin{equation}
e=M-O=-h\tan t\simeq -ht .
\label{eq:basic}
\end{equation}
The minus sign belongs to the chosen conventions: reversing the tilt, or defining overlay as lower minus upper, reverses it. With $h=1000$ nm and $t=2.0\times10^{-3}$,
\begin{equation}
|e|\simeq 1000\ \mathrm{nm}\times 2.0\times10^{-3}=2.0\ \mathrm{nm}.
\end{equation}
The small-angle step costs nothing here. Since $\tan t-t\simeq t^3/3$, it changes the result by about $3\times10^{-6}$ nm.

The error is linear in both height and tilt. Neither the wavelength nor the magnification appears: magnification stretches both image positions equally and is divided out when they are converted back to wafer distances. To hold the error to 0.2 nm at the same height in air, the tilt must be no more than $0.2/1000=0.2$ mrad.

\subsection*{What focusing can and cannot do}

The focus height $z_f$ has dropped out of Eq.~(\ref{eq:basic}). Moving the common focus shifts both marks together and leaves their separation unchanged, provided that both spread their light over the same angles in the same way. If they do not, their mean ray slopes can differ and the error then depends on focus. The dependence is weak when the two mean slopes are nearly equal. With an off-centre stop and marks of very different angular spread, however, it can be as large as the tilt error itself.

It must still be possible to see both marks at one setting. Take a wavelength $\lambda=600$ nm and a numerical aperture $\mathrm{NA}=\sin a=0.5$, where $a$ is the half-angle of the cone of collected light. With the focus midway, each mark is out of focus by $h/2$. A plane wave at angle $a$ gains the optical path $(h/2)\cos a$ over this height, while an axial wave gains $h/2$. The path error at the cone edge is
\begin{equation}
\frac h2(1-\cos a)=500\,(1-0.866)\ \mathrm{nm}\simeq67\ \mathrm{nm},
\end{equation}
or $0.11\lambda$. This is below a quarter wave, the usual measure of tolerable defocus, so a common focus is reasonable.

If the tool instead refocuses on each mark, then $z_f=z_0$ each time and the tilt shift vanishes. This requires the focusing motion to follow the optical axis. If the motion leans by an angle $g$, the wafer moves sideways by $h\tan g$ between the two exposures, and an error of that size takes the place of the one removed.

\subsection*{The wave picture}

The use of the central ray can be justified with waves. In one lateral dimension, write the field at height $z$ above a mark as
\begin{equation}
E(x)=\int B(s)e^{iksx}\,ds,\qquad B(s)=A(s)e^{ikzc(s)},
\end{equation}
where $k=2\pi/\lambda$, $s$ is the sine of the propagation angle and $c=\sqrt{1-s^2}$. Multiplying $E$ by $x$ brings down a derivative of the exponential. Integration by parts moves it onto $B$, so that $xE$ has the spectrum $(i/k)B'(s)$. The centroid is then
\begin{equation}
\langle x\rangle=\frac{\int B^*(i/k)B'\,ds}{\int|B|^2ds}.
\label{eq:centroid}
\end{equation}
Now $B'=(A'+ikzc'A)e^{ikzc}$ and $c'=-s/c$. The second term contributes $(i/k)(ikz)(-s/c)=zs/c$, so
\begin{equation}
\langle x\rangle_z=\langle x\rangle_0+z\left\langle\frac{s}{\sqrt{1-s^2}}\right\rangle .
\end{equation}
The average has weight $|A|^2$. Since $s/\sqrt{1-s^2}$ is the tangent of the ray angle, the centroid moves with the mean ray slope. For a narrow bundle this is $\tan t$.

As an example, give each mark the field $e^{-x^2/w^2}$ with $w=2000$ nm, multiplied by the tilted phase $e^{ikx\sin t}$. Numerical propagation by Fourier transform, with no true overlay, gives these positions in nm:
\begin{center}
\begin{tabular}{rrrr}
$z_f$ & upper & lower & error\\
0 & $-2.007$ & $0.000$ & $-2.007$\\
500 & $-1.003$ & $1.003$ & $-2.007$\\
1000 & $0.000$ & $2.007$ & $-2.007$\\
2000 & $2.007$ & $4.014$ & $-2.007$
\end{tabular}
\end{center}
The individual positions follow the focus, while their difference stays fixed.

The excess of 0.007 nm over the ray result comes from the finite angular spread. Displacing the spectrum by a small $\sin t$ changes the mean slope by $\sin t$ times the average of $d(s/c)/ds=(1-s^2)^{-3/2}\simeq1+3s^2/2$. For this mark $|A|^2\propto e^{-k^2w^2s^2/2}$, hence $\langle s^2\rangle=1/(kw)^2=0.0023$. The relative increase is $1.5\times0.0023=0.0034$, which is the 0.007 nm in question.

\subsection*{Oxide between the marks}

Let a film of index $n$ fill the space from $z=0$ to $z=h$, with the upper mark on its surface. Snell's law gives the ray angle inside,
\begin{equation}
n\sin t'=\sin t .
\end{equation}
Light from the lower mark moves sideways by $h\tan t'$ in the film and then follows the air ray:
\begin{align}
x_{L,\rm seen}&=x_L+h\tan t'+(z_f-h)\tan t,\nonumber\\
x_{U,\rm seen}&=x_U+(z_f-h)\tan t .
\end{align}
Subtraction leaves
\begin{equation}
e=-h\tan t'\simeq-\frac{ht}{n}.
\label{eq:film}
\end{equation}
For silicon dioxide, with the rough value $n=1.46$, the inner angle is 1.37 mrad and
\begin{equation}
|e|\simeq\frac{1000\times2.0\times10^{-3}}{1.46}\ \mathrm{nm}=1.37\ \mathrm{nm}.
\end{equation}
The 2 nm estimate thus applies to a height of $1\,\mu\mathrm{m}$ in air; the same physical height in oxide gives about 1.4 nm.

The light crosses the film twice, but as long as reflections inside the film are ignored, only the outward passage enters. Broad, uniform illumination reaches every part of the lower mark, so its sideways travel on the way in does not move the pattern. It merely supplies the tilted phase.

For several flat films, $\sin t$ fixes the product of index and sine in each one. Film $j$, of thickness $h_j$ and index $n_j$, then contributes $h_jt/n_j$, and
\begin{equation}
|e|\simeq t\sum_j\frac{h_j}{n_j}.
\end{equation}
The sum runs over the films between the marks and leaves out reflections. These can matter more when the indices differ: for oxide under a film of index 2.0 on silicon, each 400 to 620 nm thick, the later round trips of light from the lower mark bring the narrow-bundle error at 600 nm to between 0.66 and 1.43 times this sum. In a single passage, a flat film above both adds the same shift to each and cancels, provided that both marks send their light through it over the same angles in the same way. Its index still matters through reflections, because it sets the reflection at the top of the film between the marks: for $1\,\mu\mathrm{m}$ of oxide on silicon at 600 nm, with the later round trips included, the narrow-bundle error is 1.21 nm with air above and 1.50 nm under a film of index 2.0.

Equation~(\ref{eq:film}) also says that the lower mark appears at depth $h/n$ below the surface. Setting $z_f-h=-h/n$ makes $h\tan t'+(z_f-h)\tan t$ vanish to first order in $t$. For the Gaussian mark above, the wave calculation leaves $-0.0025$ nm at this setting. The remainder has a simple source. In the film the slope is $s/\sqrt{n^2-s^2}$, whose derivative is approximately $(1/n)(1+3s^2/2n^2)$; in air the corresponding correction is $3s^2/2$. The two no longer cancel completely, leaving
\begin{equation}
\frac{ht}{n}\,\frac32\langle s^2\rangle\left(\frac1{n^2}-1\right)\simeq-0.0025\ \mathrm{nm}.
\end{equation}

\subsection*{A wide cone of light}

At $\mathrm{NA}=0.5$ the bundle is not narrow. Describe each ray by its transverse direction cosines in air, $(s_x,s_y)$, with $s^2=s_x^2+s_y^2$. Suppose that the collected light fills a disc of radius NA uniformly, and that the tilt displaces its centre by $\tau=\sin t$ along $x$. In the film a ray has the slope
\begin{equation}
f(s_x,s_y)=\frac{s_x}{\sqrt{n^2-s^2}} .
\end{equation}
Its average vanishes for a centred disc, because $f$ is odd in $s_x$. To first order in $\tau$, the average over the displaced disc is $\tau$ times the average of $\partial f/\partial s_x$ over the centred one. The divergence theorem turns this area integral into an integral around the edge, where $s_x=\mathrm{NA}\cos\phi$, the outward normal has $x$ component $\cos\phi$, and the line element is $\mathrm{NA}\,d\phi$:
\begin{align}
\langle f\rangle&\simeq\frac{\tau}{\pi\mathrm{NA}^2}\int_0^{2\pi}
\frac{\mathrm{NA}\cos\phi}{\sqrt{n^2-\mathrm{NA}^2}}\cos\phi\;\mathrm{NA}\,d\phi\nonumber\\
&=\frac{\tau}{\sqrt{n^2-\mathrm{NA}^2}},
\end{align}
since $\int_0^{2\pi}\cos^2\phi\,d\phi=\pi$. Therefore
\begin{equation}
|e|\simeq\frac{h\sin t}{\sqrt{n^2-\mathrm{NA}^2}} .
\label{eq:cone}
\end{equation}
As $\mathrm{NA}\to0$ this returns to $ht/n$. For the example,
\begin{align}
\text{air:}\quad |e|&=\frac{2.0}{\sqrt{1-0.25}}\ \mathrm{nm}=2.31\ \mathrm{nm},\nonumber\\
\text{oxide:}\quad |e|&=\frac{2.0}{\sqrt{1.46^2-0.25}}\ \mathrm{nm}=1.46\ \mathrm{nm}.
\end{align}
The cone raises the error by 15\% in air and by 6\% in oxide, relative to the narrow-bundle values. The increase is smaller in oxide because refraction draws the rays closer to the axis. These percentages depend on the uniform filling and on the use of the centroid of the whole image. A sharp-edged cone gives the image long, faint tails, and cutting them off lowers the result: for a point-like lower mark in air, with the focus on the upper mark, a fixed window reaching $2\,\mu\mathrm{m}$ to either side along $x$, and unlimited along $y$, gives 2.16 nm instead of 2.31 nm. A square window of the same half-width gives 2.19 nm and a circular one 2.22 nm. If the light is concentrated around the tilted central ray, the error stays closer to $ht/n$. If instead only the stop is displaced, while the mark's light remains concentrated around the optical axis, the mean tilt is smaller than the displacement of the stop suggests, and the error can nearly vanish.

The wide cone also limits the use of the apparent depth. At the setting $z_f-h=-h/n$, the uniformly filled cone leaves a shift of the lower mark equal to
\begin{equation}
h\sin t\left[\frac1{\sqrt{n^2-\mathrm{NA}^2}}-\frac1{n\sqrt{1-\mathrm{NA}^2}}\right]\simeq-0.12\ \mathrm{nm}.
\end{equation}

\subsection*{Reflections inside the film}

Some light from the lower mark is reflected at the oxide surface, returns to the silicon and comes up again, displaced further. With a rough silicon index of 3.9 and absorption ignored, the normal-incidence amplitudes are
\begin{align}
r_{\rm top}&=\frac{1.46-1}{1.46+1}=0.187,\nonumber\\
r_{\rm bottom}&=\frac{3.9-1.46}{3.9+1.46}=0.455 .
\end{align}
Each extra round trip multiplies the field by $\zeta=qe^{ip}$, with $q=0.187\times0.455=0.085$. Here $p=2\beta+p_0$, where $\beta=kh\sqrt{n^2-s^2}$ is the phase of one passage and $p_0$ collects the reflection phases. The silicon is treated as a uniform mirror for these later trips, and any light that the upper mark sends down into the film is left out. Summing the geometric series gives the outgoing factor
\begin{equation}
e^{i\beta}(1+\zeta+\zeta^2+\cdots)=\frac{e^{i\beta}}{1-\zeta}.
\end{equation}

By Eq.~(\ref{eq:centroid}), a phase $\Phi(s)$ in the spectrum moves a narrow bundle by $-(1/k)\,d\Phi/ds$. Here $\Phi=\beta-\arg(1-\zeta)$. Because $d\zeta/dp=i\zeta$, the derivative of $-\arg(1-\zeta)$ with respect to $p$ is $\mathrm{Re}[\zeta/(1-\zeta)]$. With $dp/ds=2\,d\beta/ds$,
\begin{align}
\frac{d\Phi}{ds}&=\frac{d\beta}{ds}\left[1+2\,\mathrm{Re}\frac{\zeta}{1-\zeta}\right]\nonumber\\
&=\frac{d\beta}{ds}\,\mathrm{Re}\frac{1+\zeta}{1-\zeta}
=\frac{d\beta}{ds}\,\frac{1-q^2}{|1-\zeta|^2}.
\end{align}
The last fraction multiplies the narrow-bundle error. As $|1-\zeta|$ runs from $1-q$ to $1+q$, the factor runs from $(1+q)/(1-q)=1.19$ down to $(1-q)/(1+q)=0.84$. The 1.37 nm error can therefore lie between about 1.15 and 1.62 nm, depending on the phase.

In the wide cone the interference also changes the brightness $W=1/|1-\zeta|^2$ across the disc. With the focus on the upper mark, $z_f=h$, repeating the edge argument with this weight multiplies Eq.~(\ref{eq:cone}) by
\begin{equation}
\frac{1-q^2}{|1-\zeta_{\rm edge}|^2}\;\frac{W_{\rm edge}}{\overline W},
\end{equation}
where $\overline W$ is the disc average. The second ratio can widen the range. Numerical integration over the disc, for 72 equally spaced values of $p_0$ and with $q$ kept at its normal-incidence value, gives errors from 1.10 to 1.93 nm at this focus, against 1.46 nm without these reflections. If $q$ follows the Fresnel amplitudes at each angle, the range becomes 1.04 to 2.07 nm with all rays taken as s-polarized and 1.16 to 1.83 nm with all rays taken as p-polarized. The focus now matters, because the interference weights the rays from the lower mark but not those from the upper one, and their mean slopes in air differ. With the focus midway between the marks, the range is 1.22 to 1.79 nm. Both ranges leave out reflections of the illumination on its way in. For flat marks lit by a wide incoherent cone, these weight the angles once more, and the range with the focus on the upper mark widens to 0.96 to 2.19 nm.

A broad source reduces this dependence. At fixed indices, $p$ passes through one cycle when the wavelength changes by about $\lambda^2/(2nh)\simeq120$ nm. Suppose that a narrow bundle contains all phases equally. Intensities at different wavelengths add, so the factor must be averaged with weight $W$. Parseval's theorem for the series of $1/(1-\zeta)$ and $1/(1-\zeta)^2$ gives
\begin{equation}
\overline{W}=\frac1{1-q^2},\qquad
\overline{W^2}=\frac{1+q^2}{(1-q^2)^3},
\end{equation}
now with averages over phase. The mean factor is
\begin{equation}
(1-q^2)\frac{\overline{W^2}}{\overline W}=\frac{1+q^2}{1-q^2}\simeq1.015 .
\end{equation}
A 1.5\% increase remains in this limit. Reflections of the illumination on its way in weight the wavelengths by $W$ once more and raise this to about 3\%.

\subsection*{Removing the error by turning the wafer}

Turn the wafer by $180^\circ$ about the optical axis and leave the tool unchanged. The mark positions reverse in the tool's frame, so $O$ becomes $-O$, while the tilt error keeps its sign. The two readings are
\begin{equation}
M_0=O+e,\qquad M_{180}=-O+e,
\end{equation}
from which
\begin{equation}
O=\frac{M_0-M_{180}}2,\qquad e=\frac{M_0+M_{180}}2 .
\end{equation}
For a chosen true overlay of 3 nm, the Gaussian-mark calculation in air gives $M_0=0.993$ nm and $M_{180}=-5.007$ nm. Half the difference is 3.000 nm, and half the sum is $-2.007$ nm. A single reading would have missed two thirds of the overlay.

The tilt must be the same in both readings. An apparent displacement caused by an asymmetric mark turns with the wafer, reverses sign together with $O$, and is not removed.

\subsection*{How the estimate compares with a real measurement}

The example resembles an optical overlay mark on silicon under a thick oxide. One micrometre is a large separation for the closely spaced layers of advanced logic, where the ray estimate shrinks in proportion to the thickness. The 2 mrad tilt is a chosen value, not a specification of a particular tool. Overlay budgets in advanced manufacturing are roughly a few nanometres, so an uncorrected error of 1 to 2 nm would matter. The assumption of a single passage through the film is broken by real stacks; for the oxide example with monochromatic light and the focus on the upper mark, the later round trips of light from the lower mark move the wide-cone result by up to about a third with $q$ held at its normal-incidence value, and by up to about 40\% with the s-polarized Fresnel amplitudes. Light that the upper mark sends down to the silicon was left out. It returns after a single strong reflection, and if the mark sends as much field down as up, it can change the error by an amount comparable with the error itself, and by more than that for a narrow bundle. Lens aberrations and mark asymmetry are not included, and their effects are not sized here; polarization is sized only through its effect on $q$.

A fixed correction also has limits. If the oxide thickness changes by 50 nm, Eq.~(\ref{eq:film}) changes by 5\%, or 0.07 nm. The reflection phase, however, changes by $\delta=4\pi n(50\ \mathrm{nm})/\lambda\simeq1.5$ rad. To first order in $q$ the reflection factor is $1+2q\cos p$, which can then change by up to $4q\sin(\delta/2)\simeq0.24$. For a narrow monochromatic bundle this is about 0.3 nm, more than the direct effect of the thickness.
